# Nonretarded image interaction of a neutral atom with a perfect conductor

A neutral atom has its centre at height $z$ above the flat surface of a perfect conductor. The surface is the plane of zero height, and the conductor fills the half-space below it. In its ground state the atom may have no mean dipole moment, yet the surface attracts it. The parts below derive the energy of this attraction at short range and find out where the result can be trusted.

Hartree atomic units are used: the electron mass, the elementary charge, $\hbar$ and $4\pi\varepsilon_0$ equal 1. The length unit is the bohr and the energy unit the hartree. The nucleus is held fixed, and the atom does not overlap the surface. The conductor is taken to respond instantly, so that its charge is at every moment in electrostatic equilibrium with the charges of the atom. Part (f) examines this last assumption.

## (a) One charge above the conductor

**A point charge $q$ sits at height $h$. Find the potential above the surface and the charge induced on the surface.**

The conductor is an equipotential. It extends to infinity, where the potential vanishes, so its potential is zero. We need a function that is zero on the plane, vanishes far away, and has $q$ as its only source in the upper half-space.

Place a fictitious charge $-q$ at the mirror point, at height $-h$. Every point of the plane is equally far from both charges, so their potentials cancel there. The fictitious charge lies below the plane and adds no source above it. The sum of the two potentials therefore meets all the conditions. It is the one solution: the difference of two solutions would obey Laplace's equation and vanish on the whole boundary, and such a function has no maximum or minimum inside the region, so it is zero.

Write $\bar{\mathbf r}$ for the mirror point of $\mathbf r$. A charge $q_j$ at $\mathbf r_j$ then gives, above the surface, the induced potential
$$\phi_{\rm ind}(\mathbf r)=-\frac{q_j}{|\mathbf r-\bar{\mathbf r}_j|}.$$

The real source of this potential is surface charge. At distance $\rho$ from the foot of the normal through $q$, let $R=\sqrt{\rho^2+h^2}$. The charge $q$ and its image each contribute $-qh/R^3$ to the normal field, so $E_z=-2qh/R^3$. Gauss's law in these units gives $E_z=4\pi\sigma$, hence
$$\sigma=-\frac{qh}{2\pi R^3},\qquad \int_0^\infty\sigma\,2\pi\rho\,d\rho=-qh\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+h^2)^{3/2}}=-q .$$
The total induced charge equals the image charge.

## (b) The energy of several charges

**Charges $q_i$ sit at points $\mathbf r_i$ above the surface. What energy does the conductor add to their mutual Coulomb energy?**

Build up all the charges together, so that at some stage they are $\lambda q_i$ with $\lambda$ between 0 and 1. The induced potential is proportional to the charges that cause it, so at $\mathbf r_i$ it is $\lambda\phi_i$, with
$$\phi_i=-\sum_j\frac{q_j}{|\mathbf r_i-\bar{\mathbf r}_j|}.$$
Bringing in the next portions $q_i\,d\lambda$ costs the work $\sum_i q_i\,d\lambda\,\lambda\phi_i$ against the induced potential. The charge that flows into the conductor arrives at zero potential and costs nothing. Since $\int_0^1\lambda\,d\lambda=\tfrac12$,
$$W=-\frac12\sum_{i,j}\frac{q_iq_j}{|\mathbf r_i-\bar{\mathbf r}_j|}.\tag{1}$$

The terms with $i=j$ belong to the sum, because each charge interacts with its own image. The factor $\tfrac12$ is there because the image is not an independent charge: it grows along with the charge that induces it.

A single charge confirms the factor. Equation (1) gives $W=-q^2/(4h)$ and the force $-dW/dh=-q^2/(4h^2)$. This is the Coulomb attraction between $q$ and $-q$ at distance $2h$, as it must be. Without the factor $\tfrac12$ the force would be twice too large.

## (c) A small neutral system

**Let the charges be those of a neutral system much smaller than $z$. Reduce $W$ to its leading term.**

Write $\mathbf r_i=(x_i,\,y_i,\,z+\zeta_i)$, where $x_i$, $y_i$ and $\zeta_i$ are displacements from the centre. The mirror point of $\mathbf r_j$ is $(x_j,\,y_j,\,-z-\zeta_j)$. With
$$a=2z,\qquad p=\zeta_i+\zeta_j,\qquad t^2=(x_i-x_j)^2+(y_i-y_j)^2,$$
the distance in equation (1) is $\sqrt{(a+p)^2+t^2}$. Expand its inverse to second order in the displacements, first in $t^2$ and then in $p$:
$$\frac1{\sqrt{(a+p)^2+t^2}}\approx\frac1{a+p}-\frac{t^2}{2(a+p)^3}\approx\frac1a-\frac p{a^2}+\frac{p^2}{a^3}-\frac{t^2}{2a^3}.$$

Now multiply by $q_iq_j$ and sum over $i$ and $j$. The total charge is $\sum_iq_i=0$, and the dipole moment has the components $d_x=\sum_iq_ix_i$, $d_y=\sum_iq_iy_i$ and $d_z=\sum_iq_i\zeta_i$. The four terms behave as follows.

- The constant term gives $(\sum_iq_i)^2/a=0$.
- The term linear in $p$ is proportional to $2d_z\sum_jq_j=0$.
- In $p^2=\zeta_i^2+2\zeta_i\zeta_j+\zeta_j^2$ the two squares drop out by neutrality, and the product leaves $2d_z^2$.
- In $t^2$ the squares drop out likewise, and $-2x_ix_j-2y_iy_j$ leaves $-2(d_x^2+d_y^2)$.

Therefore
$$\sum_{i,j}\frac{q_iq_j}{|\mathbf r_i-\bar{\mathbf r}_j|}\approx\frac{2d_z^2}{a^3}+\frac{2(d_x^2+d_y^2)}{2a^3}=\frac{d_x^2+d_y^2+2d_z^2}{8z^3},$$
and the factor $-\tfrac12$ of equation (1) gives
$$W\approx-\frac{d_x^2+d_y^2+2d_z^2}{16z^3}.\tag{2}$$

The same result can be read as a dipole facing its image. Reflection with reversed charge turns $\mathbf d$ into $\mathbf d'=(-d_x,-d_y,d_z)$, at distance $2z$ along the normal $\mathbf n$. The field of $\mathbf d'$ at the atom is
$$\mathbf E=\frac{3\mathbf n(\mathbf n\cdot\mathbf d')-\mathbf d'}{(2z)^3}=\frac{(d_x,\,d_y,\,2d_z)}{8z^3},$$
and $-\tfrac12\mathbf d\cdot\mathbf E$ is equation (2). The normal component has double weight because a dipole's field on its axis is twice as strong as its field at the same distance to the side. Every component lowers the energy, so the dipole is attracted whatever its direction.

## (d) From classical charges to a quantum state

**The atom is in a quantum state. Find its interaction energy to first order, and explain why a state without a mean dipole is attracted.**

Because the conductor responds instantly, $W$ depends on the present positions of the charges and on nothing else. It is a potential energy like any other, and in quantum mechanics it becomes an operator added to the atom's Hamiltonian. The components of $\mathbf d$ are built from positions, which commute, so no question of ordering arises.

First-order perturbation theory gives the energy shift as the mean of the perturbation in the unperturbed state:
$$U(z)=-\frac{\langle d_x^2+d_y^2+2d_z^2\rangle}{16z^3}.$$
If the level is degenerate, the states must first be chosen so that $W$ has no matrix elements between them.

In SI units each Coulomb energy carries a factor $1/(4\pi\varepsilon_0)$. Since $16\cdot4\pi=64\pi$,
$$\boxed{\,U(z)=-\frac{\langle d_x^2+d_y^2+2d_z^2\rangle}{64\pi\varepsilon_0z^3}\,}\tag{3}$$

What enters is the mean of the square, not the square of the mean. For each component,
$$\langle d_x^2\rangle=\langle d_x\rangle^2+\langle(d_x-\langle d_x\rangle)^2\rangle .$$
The first term comes from a permanent dipole, the second from fluctuations. A state of definite parity has $\langle\mathbf d\rangle=0$, but its electrons are spread out, so the second term is positive. For each arrangement of the electrons the conductor forms the matching image, and each such pair attracts. If the conductor responded to the mean charge density alone, $\langle\mathbf d\rangle$ would replace $\mathbf d$ in equation (2), and the energy would vanish at this order.

In an atom with several electrons, $\mathbf d$ is the total dipole. Its square contains products of the coordinates of different electrons, so the correlation between electrons affects $U$.

For a spherically symmetric state the three mean squares are equal, each being $\langle d^2\rangle/3$. The weights add up to $1+1+2=4$, and in atomic units
$$U=-\frac{\langle d^2\rangle}{12z^3}.$$

## (e) Hydrogen at 20 bohr

**Evaluate the energy and the force for a hydrogen atom in its ground state at $z=20$ bohr, which is 1.06 nm.**

With the nucleus at the centre, $\mathbf d$ is minus the electron's displacement. The density is $e^{-2r}/\pi$, so
$$\langle r^2\rangle=4\int_0^\infty r^4e^{-2r}dr=4\cdot\frac{4!}{2^5}=3 .$$
Each component has the mean square 1, and $\langle d_x^2+d_y^2+2d_z^2\rangle=1+1+2=4$. Then
$$U=-\frac{4}{16\cdot20^3}=-3.125\times10^{-5}\ \text{hartree},$$
or about $-0.85$ meV. Since $U$ varies as $z^{-3}$, the force along the outward normal is
$$-\frac{dU}{dz}=\frac{3U}{z}=-4.69\times10^{-6}\ \text{hartree/bohr}.$$
The negative sign means a pull towards the surface.

## (f) How far can the result be trusted?

**For the same atom, estimate the effect of the higher terms of the expansion, of second-order perturbation theory, and of the finite speed of light.**

*Higher terms of the expansion.* Let the electron be displaced by $\zeta$ along the normal and by $\rho$ parallel to the surface. Equation (1), for charges $+1$ and $-1$, reads without expansion
$$W=-\frac1{4z}-\frac1{4(z+\zeta)}+\frac1{\sqrt{\rho^2+(2z+\zeta)^2}} .$$
The last term is the inverse distance from the electron to the image of the nucleus. Its average over a sphere around the nucleus that does not reach this image is its value at the centre, $1/(2z)$, because the inverse distance obeys Laplace's equation there. Expand the second term in $\zeta/z$. Odd powers average to zero, and the terms in $1/z$ cancel, since $-\tfrac14-\tfrac14+\tfrac12=0$. What remains is
$$\langle W\rangle=-\frac{\langle\zeta^2\rangle}{4z^3}-\frac{\langle\zeta^4\rangle}{4z^5}-\dots$$
The first term is the result of part (e). The series is asymptotic: it ignores the exponentially small part of the density with $r>z$, where the expansion fails.

The average of $\cos^4\theta$ over a sphere is $\tfrac15$, so
$$\langle\zeta^4\rangle=\frac{\langle r^4\rangle}5=\frac15\cdot4\cdot\frac{6!}{2^7}=4.5 .$$
With $\langle\zeta^2\rangle=1$, the first correction relative to the leading term is $4.5/z^2$, or 1.1% at 20 bohr.

The unexpanded $W$ can also be averaged numerically over the density, by Gauss–Legendre quadrature inside a sphere that stays clear of the surface. The magnitude of this average exceeds that of the leading formula by the following fractions of the latter.

| $z$ (bohr) | numerical excess | $4.5/z^2$ |
|---|---|---|
| 15 | 2.10% | 2.00% |
| 20 | 1.15% | 1.13% |
| 40 | 0.283% | 0.281% |

The small remainder comes from the later terms, beginning with $\langle\zeta^6\rangle/z^4$.

*Second order.* The operator (2) also distorts the atom. With $W_{n0}$ its matrix element between the ground state and state $n$, the second-order energy is $-\sum_{n\neq0}|W_{n0}|^2/(E_n-E_0)$, which varies as $z^{-6}$. No denominator is smaller than the lowest excitation energy, $\tfrac12(1-\tfrac14)=0.375$ hartree. The size of the sum is therefore at most
$$\frac{\langle W^2\rangle-\langle W\rangle^2}{0.375}.$$
For one electron $d_x^2+d_y^2+2d_z^2=r^2+\zeta^2$. The mean of its square is $\langle r^4\rangle(1+\tfrac23+\tfrac15)=22.5\cdot\tfrac{28}{15}=42$, and the square of its mean is $4^2=16$. At 20 bohr the bound is
$$\frac{42-16}{(16\cdot20^3)^2\cdot0.375}=4.2\times10^{-9}\ \text{hartree}.$$
Summing over the states found by diagonalizing the hydrogen Hamiltonian in a small basis of powers of $r$ times $e^{-r}$ gives $-3.7\times10^{-9}$ hartree. This is about $10^{-4}$ of the first-order energy. The bound and this value refer to the operator (2) alone; with the unexpanded $W$ the second-order energy at 20 bohr is $-4.3\times10^{-9}$ hartree, of the same order but slightly above the bound.

*Finite speed of light.* A signal from the atom returns from the surface after the time $2z/c$. A dipole component oscillating at angular frequency $\omega$ meanwhile advances in phase by $2\omega z/c$. The image keeps step with the dipole if this phase is small. For the lowest transition of hydrogen, $\omega=0.375$ and $c/\omega=365$ bohr, so at 20 bohr
$$\frac{2\omega z}c=\frac{2\cdot20}{365}\approx0.11 .$$
Transitions of higher frequency have proportionally larger phases. The phase is a criterion and not the relative error of $U$, which the electrostatic treatment cannot supply. That error comes from the retarded (Casimir–Polder) theory, quoted here without derivation: $U=-\frac1{4\pi z^3}\int_0^\infty\alpha(i\xi)\,e^{-x}\left(1+x+\tfrac12x^2\right)d\xi$, with $x=2\xi z/c$ and $\alpha(i\xi)$ the polarizability at imaginary frequency. For hydrogen at 20 bohr it reduces the magnitude of $U$ by about 4.5%, so for the perfect conductor retardation is the largest of the three corrections at this distance and opposes the 1.1% found above. Releasing the nucleus multiplies $\langle d^2\rangle$ by $(1+1/1836)^2$, an increase of 0.11%, which exceeds the second-order term.

Equation (3) thus needs a distance that is large compared with the atom and small compared with $c/(2\omega)$. Close to the surface the expansion fails, and the electron density eventually overlaps the conductor. Far away, retardation changes the law. In a real metal the surface charge also needs a finite time to form, which the perfect conductor leaves out, and this effect is far larger than the three corrections above. In a free-electron model with plasma frequency $\omega_p$, quoted here without derivation, the contribution of a transition of frequency $\omega$ is multiplied by $\omega_s/(\omega_s+\omega)$, with $\omega_s=\omega_p/\sqrt2$. For hydrogen this leaves about 0.47 of equation (3) at the electron density of aluminium ($\omega_p=0.58$ hartree) and about 0.26 at that of sodium ($\omega_p=0.22$ hartree). Equation (3) is the limit of infinite $\omega_p$, not a prediction for a real metal.

## (g) The effect of orientation

**Within the electrostatic model, compare a hydrogen 2p orbital directed along the normal with one lying parallel to the surface, at $z=100$ bohr.**

The operator (2) is even under inversion of the displacements, so it does not mix 2s with 2p. It is also even in each Cartesian component separately, so it does not mix the three 2p orbitals directed along the axes. Its mean values are therefore the first-order energies at order $z^{-3}$.

The radial density of 2p is $r^4e^{-r}/24$, which gives $\langle r^2\rangle=6!/24=30$. Along the axis of the orbital the average of $\cos^2\theta$ is $\tfrac35$, so the mean square is 18. The two other directions share the remaining 12 equally, 6 each.

- Along the normal: $6+6+2\cdot18=48$, and $U=-48/(16\cdot100^3)=-3.00\times10^{-6}$ hartree.
- Parallel to the surface: $18+6+2\cdot6=36$, and $U=-2.25\times10^{-6}$ hartree.

Both orbitals have the same $\langle d^2\rangle$. The ratio $4:3$ of their energies comes from the double weight of the normal component. Averaging the unexpanded $W$ over the same orbitals by the same quadrature gives $-3.02\times10^{-6}$ and $-2.25\times10^{-6}$ hartree.

The first of these means is not yet a level, because the unexpanded $W$ is not even under inversion. At order $z^{-4}$ the second term of $W$ in part (f) contributes $\zeta^3/(4z^4)$, and the last term contributes a multiple of $r^3P_3(\cos\theta)$, which has no element between s and p states. By symmetry about the normal, $\zeta^3$ couples 2s only to the 2p orbital along the normal. With the radial functions $(2-r)e^{-r/2}/\sqrt8$ and $re^{-r/2}/\sqrt{24}$, the radial integral is $(2\cdot6!-7!)/(8\sqrt3)=-450/\sqrt3$ and the angular factor is $\sqrt3/5$. The element of $\zeta^3$ is thus $-90$, and the coupling has the size $90/(4\cdot100^4)=2.25\times10^{-7}$ hartree. For 2s, $\langle r^2\rangle=(4\cdot4!-4\cdot5!+6!)/8=42$, the weighted square is $\tfrac43\cdot42=56$, and $U=-3.50\times10^{-6}$ hartree, only $5\times10^{-7}$ hartree below the 2p value. Diagonalizing the $2\times2$ matrix gives the upper level $\left(-3.25+\sqrt{0.25^2+0.225^2}\right)\times10^{-6}\approx-2.9\times10^{-6}$ hartree, a shift of about 3% of the 2p value. The coupling relative to the splitting falls as $1/z$.

These numbers show the effect of orientation in the static, nonrelativistic and spinless model and are not predictions for a real excited atom. The fine-structure splitting of 2p, about $1.7\times10^{-6}$ hartree, is larger than the differences between the levels found here, so at this distance it cannot be left out when the states are chosen. The Lamb shift, about $1.6\times10^{-7}$ hartree, is comparable to the 2s–2p coupling and lifts the degeneracy assumed in the $2\times2$ matrix. The transition between 2p and 1s has $\omega=0.375$, so at 100 bohr the phase $2\omega z/c$ is already about 0.55.

Numbers in the example were calculated in double precision.
